# Temperature exponent of mobility limited by optical-phonon absorption in two dimensions: verification in Python

```python
"""Mobility of a 2D channel limited by absorption of phonons of energy E0.

Result under test: mobility is proportional to exp(x)-1, x = E0/(k T), so
    d ln(mobility) / d ln(T) = -x / (1 - exp(-x)),  about -2.2 at 300 K
for E0 = 48 meV. Symbols: m mass, rho areal mass density, D0 optical coupling,
N phonon occupation, E electron energy, T temperature, q phonon wavevector.
Assumed: parabolic band, non-polar coupling, non-degenerate electrons.
Emission, acoustic phonons, degeneracy and polar coupling are sized separately.
All internal quantities are in SI units.
"""
import numpy as np
from scipy.constants import e, hbar, k as kB, m_e, pi
from scipy.special import erfc

meV = 1e-3 * e
E0 = 48 * meV
T0 = 300.0
m = 0.5 * m_e
rho = 3e-6                    # kg/m^2
D0 = 1e11 * e                 # J/m
acoustic_potential = 2.5 * e  # J
sound_speed = 6e3             # m/s
layer_width = 0.5e-9          # m, range parameter of the polar coupling
valleys = 2
dos_one = m / (2 * pi * hbar**2)      # one spin, one valley
dos_all = 2 * valleys * dos_one


def occupation(T):
    return 1 / np.expm1(E0 / (kB * T))


def occupation_from_levels(T):
    n = np.arange(3000)
    p = np.exp(-n * E0 / (kB * T))
    return np.sum(n * p) / np.sum(p)


def exponent_formula(T):
    x = E0 / (kB * T)
    return -x / (1 - np.exp(-x))


def local_exponent(func, T, h=1e-3):
    return np.log(func(T * np.exp(h)) / func(T * np.exp(-h))) / (2 * h)


# Grid of phonon wavevectors; no point lies at q = 0.
points, q_max = 1200, 2.7e9
step = 2 * q_max / points
axis = -q_max + step * (np.arange(points) + 0.5)
qx, qy = np.meshgrid(axis, axis, indexing="ij")
q_abs = np.hypot(qx, qy)
cell = step**2 / (4 * pi**2)
width = 2 * meV


def grid_sums(E, transfer, coupling=1.0):
    """Sum over q of coupling*delta, without and with momentum-loss weight."""
    k0 = np.sqrt(2 * m * E) / hbar
    kx, ky = k0 * np.cos(0.37), k0 * np.sin(0.37)
    fx, fy = kx + qx, ky + qy
    miss = hbar**2 * (fx**2 + fy**2) / (2 * m) - E - transfer
    delta = np.exp(-0.5 * (miss / width)**2) / (width * np.sqrt(2 * pi))
    terms = coupling * delta * cell
    loss = 1 - (fx * kx + fy * ky) / k0**2
    return np.sum(terms), np.sum(terms * loss)


# Final states: flat density, and zero mean final momentum.
density_samples = []
for energy in (5, 25, 60, 100):
    out_sum, loss_sum = grid_sums(energy * meV, E0)
    assert abs(out_sum / dos_one - 1) < 2e-3
    assert abs(loss_sum / dos_one - 1) < 2e-3
    density_samples.append(out_sum)
# Emission: closed below threshold, same density above it.
assert grid_sums(30 * meV, -E0)[0] < 1e-6 * dos_one
assert abs(grid_sums(100 * meV, -E0)[0] / dos_one - 1) < 2e-3

# Rate per unit occupation: closed form, and golden rule with the grid sum.
rate_unit = D0**2 * m / (2 * rho * hbar * E0)
coupling_squared = hbar**2 * D0**2 / (2 * rho * E0)
rate_unit_grid = 2 * pi / hbar * coupling_squared * np.mean(density_samples)

gauss_x, gauss_w = np.polynomial.legendre.leggauss(80)


def energy_nodes(T):
    top = E0 + 45 * kB * T
    parts = ((0.0, E0), (E0, top))
    E = np.concatenate([(a + b) / 2 + (b - a) / 2 * gauss_x for a, b in parts])
    w = np.concatenate([(b - a) / 2 * gauss_w for a, b in parts])
    return E, w


def fermi(E, T, density):
    kT = kB * T
    chemical = kT * np.log(np.expm1(density / (dos_all * kT)))
    return 1 / (np.exp((E - chemical) / kT) + 1)


def mobility(T, rate, density=None):
    """Thermal average; density=None means the non-degenerate limit."""
    E, w = energy_nodes(T)
    kT = kB * T
    if density is None:
        weight = E * np.exp(-E / kT) / kT**2
    else:
        f = fermi(E, T, density)
        weight = dos_all * E * f * (1 - f) / (kT * density)
    return e / m * np.sum(w * weight / rate(E, T))


def mobility_formula(T):
    return e / (m * rate_unit * occupation(T))


def mobility_direct(T):
    return mobility(T, lambda E, t: rate_unit_grid * occupation_from_levels(t)
                    + 0 * E)


for T in (100.0, 250.0, 300.0, 350.0, 1000.0):
    assert abs(mobility_direct(T) / mobility_formula(T) - 1) < 3e-3
    assert abs(local_exponent(mobility_direct, T) - exponent_formula(T)) < 1e-4
s0 = exponent_formula(T0)
assert abs(s0 + 2.2) < 0.01


def power_law_error(T):
    tangent = mobility_formula(T0) * (T / T0)**(-2.2)
    return tangent / mobility_direct(T) * (
        mobility_direct(T0) / mobility_formula(T0)) - 1


assert max(abs(power_law_error(T)) for T in np.linspace(250, 350, 21)) < 0.03


# Emission added for electrons above threshold.
def rate_with_emission(E, T):
    N = occupation(T)
    return rate_unit * (N + (N + 1) * (E > E0))


def mobility_emission(T):
    return mobility(T, rate_with_emission)


def mobility_emission_formula(T):
    x, N = E0 / (kB * T), occupation(T)
    above = (1 + x) * np.exp(-x)
    return e / (m * rate_unit) * ((1 - above) / N + above / (2 * N + 1))


for T in (200.0, 300.0, 450.0):
    assert abs(mobility_emission(T) / mobility_emission_formula(T) - 1) < 1e-8
s_emission = local_exponent(mobility_emission, T0)


# Acoustic phonons: high-temperature elastic formula against the full sum.
def acoustic_rate(T):
    return (m * acoustic_potential**2 * kB * T
            / (hbar**3 * rho * sound_speed**2))


phonon_energy = hbar * sound_speed * q_abs
N_q = 1 / np.expm1(phonon_energy / (kB * T0))
base = hbar * acoustic_potential**2 * q_abs / (2 * rho * sound_speed)
absorbed = grid_sums(40 * meV, phonon_energy, base * N_q)
emitted = grid_sums(40 * meV, -phonon_energy, base * (N_q + 1))
for a, b in zip(absorbed, emitted):
    assert abs(2 * pi / hbar * (a + b) / acoustic_rate(T0) - 1) < 0.03


def mobility_acoustic(T):
    return mobility(T, lambda E, t: rate_unit * occupation(t)
                    + acoustic_rate(t) + 0 * E)


def mobility_three(T):
    return mobility(T, lambda E, t: rate_with_emission(E, t) + acoustic_rate(t))


rate0 = rate_unit * occupation(T0)
share = rate0 / (rate0 + acoustic_rate(T0))
s_acoustic = local_exponent(mobility_acoustic, T0)
assert abs(s_acoustic - (share * s0 - (1 - share))) < 1e-4
s_three = local_exponent(mobility_three, T0)


# Degeneracy: linearized loss for absorption together with its reverse.
def mobility_degenerate(T, density):
    return mobility(T, lambda E, t: rate_unit
                    * (occupation(t) + fermi(E + E0, t, density)), density)


def net_loss(f, f_final, N):
    return N * f * (1 - f_final) - (N + 1) * f_final * (1 - f)


N0 = occupation(T0)
for energy in (5 * meV, 40 * meV):
    f1, f2 = fermi(energy, T0, 1e17), fermi(energy + E0, T0, 1e17)
    assert abs(net_loss(f1, f2, N0)) < 1e-12
    slope = (net_loss(f1 + 1e-4, f2, N0) - net_loss(f1 - 1e-4, f2, N0)) / 2e-4
    assert abs(slope - (N0 + f2)) < 1e-9
assert abs(mobility_degenerate(T0, 1e12) / mobility_formula(T0) - 1) < 1e-4
degenerate = {}
for density in (1e16, 1e17):
    degenerate[density] = (
        mobility_degenerate(T0, density) / mobility_formula(T0),
        local_exponent(lambda T: mobility_degenerate(T, density), T0))


# Polar coupling: out-scattering only, unscreened, relative to its q=0 value.
def polar_factor(E):
    angle = (np.arange(200) + 0.5) * pi / 200
    k1 = np.sqrt(2 * m * E)[:, None] / hbar
    k2 = np.sqrt(2 * m * (E + E0))[:, None] / hbar
    q = np.sqrt(k1**2 + k2**2 - 2 * k1 * k2 * np.cos(angle))
    return np.mean(erfc(q * layer_width / 2)**2, axis=1)


def mobility_polar(T):
    return mobility(T, lambda E, t: rate_unit * occupation(t) * polar_factor(E))


s_polar = local_exponent(mobility_polar, T0)
assert s_polar > s0

cm2 = 1e4
x0 = E0 / (kB * T0)
print(f"Phonon energy: {E0/meV:.1f} meV")
print(f"Temperature: {T0:.0f} K")
print(f"Effective mass: {m/m_e:.2f} m0")
print(f"Areal mass density: {rho*0.1:.1e} g/cm2")
print(f"Optical coupling D0: {D0/e/100:.1e} eV/cm")
print(f"Number of valleys: {valleys:d}")
print(f"Thermal energy kT: {kB*T0/meV:.3f} meV")
print(f"Ratio x = E0/kT: {x0:.4f}")
print(f"exp(-x): {np.exp(-x0):.4f}")
print(f"Phonon occupation N: {N0:.4f}")
print(f"Absorption rate: {rate0:.3e} 1/s")
print(f"Scattering time: {1e12/rate0:.4f} ps")
for T in (250.0, 300.0, 350.0):
    print(f"Absorption-only mobility at {T:.0f} K: "
          f"{mobility_formula(T)*cm2:.1f} cm2/Vs")
    print(f"Local exponent at {T:.0f} K: {exponent_formula(T):.4f}")
print(f"Exponent at 300 K by temperature difference: "
      f"{local_exponent(mobility_direct, T0):.4f}")
for T in (250.0, 350.0):
    print(f"Error of T^-2.2 law at {T:.0f} K: {100*power_law_error(T):.2f} %")
above0 = (1 + x0) * np.exp(-x0)
print(f"Mobility weight of electrons above E0: {above0:.4f}")
print(f"With emission, mobility: {mobility_emission(T0)*cm2:.1f} cm2/Vs")
print(f"With emission, exponent: {s_emission:.3f}")
print(f"Level width hbar/tau, absorption: {hbar*rate0/meV:.2f} meV")
print(f"Level width hbar/tau, absorption and emission: "
      f"{hbar*rate_unit*(2*N0+1)/meV:.2f} meV")
print(f"Acoustic deformation potential: {acoustic_potential/e:.2f} eV")
print(f"Sound speed: {sound_speed*100:.1e} cm/s")
print(f"Acoustic rate: {acoustic_rate(T0):.3e} 1/s")
print(f"Optical share, absorption plus acoustic: {share:.4f}")
print(f"Absorption plus acoustic, mobility: "
      f"{mobility_acoustic(T0)*cm2:.1f} cm2/Vs")
print(f"Absorption plus acoustic, exponent: {s_acoustic:.3f}")
print(f"Absorption, emission, acoustic, mobility: "
      f"{mobility_three(T0)*cm2:.1f} cm2/Vs")
print(f"Absorption, emission, acoustic, exponent: {s_three:.3f}")
for density, (ratio, exponent) in degenerate.items():
    print(f"Density {density/1e4:.0e} cm-2, mobility / non-degenerate value: "
          f"{ratio:.4f}")
    print(f"Density {density/1e4:.0e} cm-2, exponent: {exponent:.3f}")
print(f"Polar coupling range parameter: {layer_width*1e9:.2f} nm")
print(f"Polar out-scattering estimate, exponent: {s_polar:.3f}")
print("all assertions hold")
```

Output:

```
Phonon energy: 48.0 meV
Temperature: 300 K
Effective mass: 0.50 m0
Areal mass density: 3.0e-07 g/cm2
Optical coupling D0: 1.0e+09 eV/cm
Number of valleys: 2
Thermal energy kT: 25.852 meV
Ratio x = E0/kT: 1.8567
exp(-x): 0.1562
Phonon occupation N: 0.1851
Absorption rate: 4.447e+12 1/s
Scattering time: 0.2249 ps
Absorption-only mobility at 250 K: 1212.5 cm2/Vs
Local exponent at 250 K: -2.4971
Absorption-only mobility at 300 K: 791.0 cm2/Vs
Local exponent at 300 K: -2.2004
Absorption-only mobility at 350 K: 572.6 cm2/Vs
Local exponent at 350 K: -1.9984
Exponent at 300 K by temperature difference: -2.2004
Error of T^-2.2 law at 250 K: -2.57 %
Error of T^-2.2 law at 350 K: -1.59 %
Mobility weight of electrons above E0: 0.4462
With emission, mobility: 485.7 cm2/Vs
With emission, exponent: -2.801
Level width hbar/tau, absorption: 2.93 meV
Level width hbar/tau, absorption and emission: 21.67 meV
Acoustic deformation potential: 2.50 eV
Sound speed: 6.0e+05 cm/s
Acoustic rate: 2.390e+12 1/s
Optical share, absorption plus acoustic: 0.6505
Absorption plus acoustic, mobility: 514.5 cm2/Vs
Absorption plus acoustic, exponent: -1.781
Absorption, emission, acoustic, mobility: 329.4 cm2/Vs
Absorption, emission, acoustic, exponent: -2.303
Density 1e+12 cm-2, mobility / non-degenerate value: 0.9811
Density 1e+12 cm-2, exponent: -2.175
Density 1e+13 cm-2, mobility / non-degenerate value: 0.8532
Density 1e+13 cm-2, exponent: -2.015
Polar coupling range parameter: 0.50 nm
Polar out-scattering estimate, exponent: -1.955
all assertions hold
```
